\section*{Focus-dependent image shift from two unequal, mutually incoherent fringes}

\section{Two equal fringes, then one alone}

Take two light sources that do not interfere with each other. Each prints a fringe of period $p$ on the wafer, and defocus pushes the two fringes in opposite directions by the same phase $\psi$. With $K=2\pi/p$ and equal unit amplitudes, the varying part of the total intensity is
\begin{equation}
\cos(Kx+\psi)+\cos(Kx-\psi)=2\cos\psi\,\cos Kx .
\end{equation}
The sum does not move. It fades as $\cos\psi$, vanishes at $\psi=\pi/2$ and then returns with bright and dark exchanged.

Now switch the second source off. What remains is $\cos(Kx+\psi)$, which keeps its full amplitude and moves by the full phase $\psi$.

A pair of unequal fringes must lie between these cases: it moves partly and fades partly. In lithography such pairs come from the two poles of a dipole illuminator, and a reflective mask lit at a slant can make them unequal. Defocus can then displace the printed lines.

\section{Unequal fringes}

Let the two images be
\begin{align}
I_1&=m_1+a\cos(Kx+\psi), & I_2&=m_2+b\cos(Kx-\psi),
\end{align}
with $a,b\ge0$, not both zero. The sources are mutually incoherent, so their intensities add. Expanding both cosines gives
\begin{align}
I_1+I_2-m_1-m_2
&=a(\cos Kx\cos\psi-\sin Kx\sin\psi)\nonumber\\
&\quad+b(\cos Kx\cos\psi+\sin Kx\sin\psi)\nonumber\\
&=(a+b)\cos\psi\cos Kx-(a-b)\sin\psi\sin Kx .
\end{align}
We want this in the form
\begin{equation}
M\cos(Kx+\Phi)=M\cos\Phi\cos Kx-M\sin\Phi\sin Kx,\qquad M\ge0 .
\end{equation}
The functions $\cos Kx$ and $\sin Kx$ are independent, so their coefficients must agree:
\begin{equation}
M\cos\Phi=(a+b)\cos\psi,\qquad M\sin\Phi=(a-b)\sin\psi .
\label{pair}
\end{equation}
Where $\cos\psi\neq0$, division gives
\begin{equation}
\tan\Phi=\rho\tan\psi,\qquad \rho=\frac{a-b}{a+b}.
\label{law}
\end{equation}
Squaring and adding the pair (\ref{pair}) gives the remaining modulation:
\begin{align}
M^2&=(a^2+b^2)(\cos^2\psi+\sin^2\psi)+2ab(\cos^2\psi-\sin^2\psi)\nonumber\\
&=a^2+b^2+2ab\cos2\psi .
\label{M}
\end{align}

The limits come out right. For $a=b$, $\rho=0$ and $M=2a|\cos\psi|$, the fading fringe that stays put. For $b=0$, $\rho=1$, $\Phi=\psi$ and $M=a$, the rigidly moving fringe. Exchanging $a$ and $b$ reverses the motion.

\subsection*{What the modulations must be}

The numbers $a$ and $b$ are absolute intensity amplitudes, including the power of each source. They are not contrasts. With contrasts $V_1$ and $V_2$ the amplitudes are $a=m_1V_1$ and $b=m_2V_2$, so
\begin{equation}
\rho=\frac{m_1V_1-m_2V_2}{m_1V_1+m_2V_2}.
\end{equation}
The mean intensities cancel if $m_1=m_2$. Two images of equal contrast but unequal brightness do produce a shift.

\subsection*{Which branch of the tangent}

Equation (\ref{law}) fixes $\Phi$ up to a multiple of $\pi$, and an error of $\pi$ exchanges lines and spaces. The pair (\ref{pair}) settles the quadrant. As $\psi$ increases, the point $(M\cos\Phi,M\sin\Phi)$ runs round an ellipse with semi-axes $a+b$ and $|a-b|$. To find its angular speed, write $C=M\cos\Phi$ and $S=M\sin\Phi$. The angle of a moving point obeys $d\Phi/d\psi=(CS'-SC')/M^2$, where the prime means $d/d\psi$. Here
\begin{align}
CS'-SC'&=(a+b)(a-b)\cos^2\psi+(a-b)(a+b)\sin^2\psi=a^2-b^2,\nonumber\\
\frac{d\Phi}{d\psi}&=\frac{a^2-b^2}{a^2+b^2+2ab\cos2\psi}.
\label{slope}
\end{align}
The sign never changes: the fringe phase turns once forward per turn of $\psi$ if $a>b$, and once backward if $a<b$. At $\psi=0$ the denominator is $(a+b)^2$ and the slope is $\rho$. At $\psi=\pi/2$ it is $(a-b)^2$ and the slope is $1/\rho$. A nearly balanced pair thus hardly moves near focus, then swings quickly through the region where its modulation has dropped to $|a-b|$. For $a=b$ the ellipse collapses to a line through the origin. The swing becomes a jump by $\pi$, and at the jump $M=0$ and no phase is defined.

For small $\psi$, put $\tan\psi\simeq\psi+\psi^3/3$ into (\ref{law}) and use $\arctan t\simeq t-t^3/3$:
\begin{equation}
\Phi\simeq\rho\psi+\tfrac13\rho(1-\rho^2)\psi^3 .
\label{cubic}
\end{equation}
For $0<|\rho|<1$ the shift at first grows faster than linearly. At $|\rho|=1$ the cubic term vanishes, as it must for a rigidly moving fringe.

\section{Where the opposite phases come from}

Let light travel towards $+z$ with time factor $e^{-i\omega t}$, and let $k=2\pi/\lambda$. A plane wave with direction sine $s$ at the wafer is $e^{ik(sx+cz)}$, with $c=\sqrt{1-s^2}$. Take point-like poles, an ideal lens, and the electric field parallel to the lines, so that fields add as scalars.

The left pole sends its zero order to the wafer at sine $-s_0$. The mask grating adds $\lambda/p$, which puts a first order at $s_1=\lambda/p-s_0$. Suppose the lens passes these two orders and no others. Let their amplitudes be $A_0$ and $A_1$, and let each pole carry half the source power. Then
\begin{align}
I_L&=\tfrac12\left|A_0e^{ik(-s_0x+c_0z)}+A_1e^{ik(s_1x+c_1z)}\right|^2\nonumber\\
&=\tfrac12(|A_0|^2+|A_1|^2)+\mathrm{Re}\left[A_1A_0^*e^{i(Kx+\kappa z)}\right],
\end{align}
because $k(s_1+s_0)=k\lambda/p=K$. The defocus rate is
\begin{equation}
\kappa=k(c_1-c_0).
\end{equation}
The factor $\frac12$ has cancelled the 2 of the cross term, so $a=|A_0A_1|$.

The right pole has mirrored sines: zero order $B_0$ at $+s_0$ and first order $B_1$ at $-s_1$. The product that carries $e^{+iKx}$ is now $B_0B_1^*$, and its defocus phase is $k(c_0-c_1)z=-\kappa z$. Hence $b=|B_0B_1|$ and $\psi=\kappa z$, with opposite signs for the two poles.

There is a geometrical reading. With $s_j=\sin\theta_j$ and $c_j=\cos\theta_j$,
\begin{equation}
\frac{\kappa}{K}=\frac{\cos\theta_1-\cos\theta_0}{\sin\theta_1+\sin\theta_0}
=\tan\frac{\theta_0-\theta_1}{2},
\end{equation}
since numerator and denominator share the factor $2\sin[(\theta_0+\theta_1)/2]$. Each pole prints fringe planes along the bisector of its two beams, and the two sets of planes lean in opposite directions. A bright fringe sits where $Kx+\Phi=0$, so near $\psi=0$
\begin{equation}
\frac{dx}{dz}=-\rho\,\frac{\kappa}{K}
=\frac{a(-\kappa/K)+b(+\kappa/K)}{a+b}.
\label{dxdz}
\end{equation}
The image leans by the average of the two slopes, weighted by modulation.

The limit $s_0=s_1=\lambda/(2p)$ checks this. Both beams then make the same angle with the axis, the fringe planes stand upright and $\kappa=0$. Defocus moves nothing, however unequal the poles are. If the pole lies inside this position, $s_0<s_1$ and $\kappa$ changes sign. For the same sign of $a-b$, so does the direction of motion.

\section{Phases from the mask}

A thick mask also changes the phases of the orders. Let $\alpha=\arg(A_1A_0^*)$ and $\beta=\arg(B_0B_1^*)$. The complex amplitude of the total fringe is
\begin{align}
F&=a\,e^{i(\kappa z+\alpha)}+b\,e^{i(-\kappa z+\beta)}\nonumber\\
&=e^{i(\alpha+\beta)/2}\left[a\,e^{i(\kappa z+\delta)}+b\,e^{-i(\kappa z+\delta)}\right],
\qquad \delta=\frac{\alpha-\beta}{2}.
\end{align}
The bracket is the earlier problem with $\psi=\kappa z+\delta$. For $\kappa\ne0$ this equals $\kappa(z-z_0)$, where
\begin{equation}
z_0=-\delta/\kappa .
\end{equation}
The common phase displaces the pattern at every focus. The differential phase moves the plane of greatest modulation from $z=0$ to $z_0$; with point-like poles such planes recur every $\pi/|\kappa|$. About these two new origins, (\ref{law}) holds unchanged.

Lens errors sort themselves in the same way. A path error that is odd across the pupil adds the same phase to both fringes and displaces the pattern. An even error adds opposite phases and, for $\kappa\ne0$, acts as a focus offset.

The total image has a single harmonic, so the edges at any threshold between its extremes lie symmetrically about the dark centre $x=(\pi-\arg F)/K$. Both edges of a line therefore follow the phase, while the line width also depends on $M$, unless the threshold equals the mean intensity. If a third order enters the pupil, further harmonics or further pairs of beams appear, and this simple picture fails.

\section{Why the two poles differ}

Consider a mask line with a left-right symmetric profile, lit by a chief ray with no tilt across the lines. Reflection $x\to-x$ about the line centre turns the left-pole problem into the right-pole problem. Thus $B_0=A_0$, $B_1=A_1$ and $a=b$, whatever the absorber thickness.

A reflective mask needs a tilted chief ray, so that the reflected light can leave without meeting the incoming light. If the tilt $\theta_c$ lies across the lines and the lens reduces by a factor 4, the zero orders meet the mask at sines $\sin\theta_c\mp s_0/4$. These are not mirror images, and equality is no longer required. If the tilt lies along the lines, the reflection still exchanges the poles and the balance survives.

Tilt permits an imbalance but does not fix its size. A thin-absorber model shows one source. Let $t_j$ be the Fourier coefficients of the one-pass transmission and $r_j$ the complex mirror reflectivity for order $j$. Light passes the absorber, the mirror and the absorber again:
\begin{equation}
A_m=\sum_j t_{m-j}\,r_j\,t_j .
\end{equation}
If all $r_j$ had the same value $r$ for both poles, this would be $r$ times the $m$th Fourier coefficient of the squared transmission. For a symmetric line that coefficient is the same for $+m$ and $-m$, and the poles balance. For a thin absorber lying on the mirror, the imbalance thus needs a mirror response that varies with angle. A gap between the two would add a path that itself depends on angle. Thickness adds diffraction and oblique paths inside the absorber.

\section{An extreme-ultraviolet example}

Take $\lambda=13.5$ nm, numerical aperture 0.33, reduction 4 and a chief ray tilted by $6^\circ$ across lines of 36 nm pitch at the wafer. The poles sit at 0.8 of the pupil radius, so $s_0=0.8\times0.33=0.264$. The first order lies at $s_1=13.5/36-0.264=0.111$. The next orders, at 0.486 and $-0.639$ for the left pole, miss the pupil.

The mask carries absorber lines half a period wide, 60 nm thick, with refractive index $0.95+0.031i$. The mirror has 40 bilayers of 2.8 nm molybdenum (index $0.924+0.0064i$) and 4.2 nm silicon ($0.999+0.0018i$), with silicon uppermost, on a substrate of index $0.98+0.01i$. These constants are rough typical values. A coupled-wave calculation with 17 diffraction orders gives the amplitudes. It expands the field in the absorber into modes and matches them to the vacuum above and the multilayer below, keeping all reflections.

For unit incident amplitude, the left pole gives $|A_0|=0.3654$ and $|A_1|=0.3230$; the right pole gives $|B_0|=0.2648$ and $|B_1|=0.2994$. Keeping many more diffraction orders changes these amplitudes by up to about 0.001, and $\rho$ by less than 0.001. Therefore
\begin{align}
a&=0.3654\times0.3230=0.1180,\qquad b=0.2648\times0.2994=0.0793,\nonumber\\
\rho&=\frac{0.1180-0.0793}{0.1180+0.0793}=0.196 .
\end{align}
Both fringes have a contrast of about 0.99. Contrasts put in place of amplitudes would predict practically no motion. The difference is in the mean intensities, 0.1189 on the left and 0.0799 on the right.

The defocus rate is $\kappa=0.01364$ rad/nm and $K=0.1745$ rad/nm. At best focus (\ref{dxdz}) gives
\begin{equation}
\frac{dx}{dz}=-0.196\times\frac{0.01364}{0.1745}=-0.0153,
\end{equation}
or about $-15$ nm of placement per micrometre of focus.

Away from best focus the full law is needed. At $z-z_0=40$ nm, $\psi=0.545$ and $\tan\psi=0.607$, so $\tan\Phi=0.119$ and the shift is $-\Phi/K=-0.68$ nm. The linear rule gives $-0.61$ nm. At 80 nm the shift is $-2.07$ nm against a linear $-1.23$ nm, and the modulation has fallen to 0.49 of its best value. At 40 nm it is still 0.86. The point $\psi=\pi/2$ lies 115 nm from best focus, where a fraction $|\rho|=0.196$ of the modulation remains.

The mask phases are $\alpha=3.127$ and $\beta=1.824$ rad, referred to the top of the absorber. Hence $\delta=0.652$ rad and $z_0=-0.652/0.01364=-48$ nm. The mean phase, 2.475 rad, puts the dark line at $(\pi-2.475)/K=3.8$ nm at best focus. Both offsets depend on the chosen reference plane, because moving it changes the phases of the orders. It leaves their moduli, and so $\rho$ and the slope, unchanged. Referred to the bottom of the absorber, the offsets become $-44$ nm and 2.2 nm, so most of the focus offset is not a matter of convention.

\subsection*{Reading the imbalance}

With the tilt set to zero and all else held fixed, the computed imbalance vanishes to rounding error, as symmetry requires. With the tilt restored and the absorber replaced by the thin model of the same index and thickness, $\rho=0.124$. Here the thin absorber sits at the top of the mirror. In this example the angular response of the mirror is thus enough for a sizeable imbalance. The gap between 0.124 and 0.196 does not measure the effect of absorber thickness, because the thin value depends on the height chosen: with the thin absorber 30 nm above the mirror it is 0.213. Keeping more diffraction orders lowers both thin values by less than 0.001.

The mirror's effect is not a simple loss at steep angles. The bare mirror has $|r|=0.835$ and 0.853 at the two left-pole angles, $2.2^\circ$ and $7.6^\circ$. It has 0.842 and 0.855 at the right-pole angles, $4.4^\circ$ and $9.8^\circ$. To see whether these moduli suffice, keep only the two orders inside the pupil in the thin model's sum, and give their reflectivities a common phase. For the left pole this makes $a$ proportional to
\begin{equation}
\left|t_0^2|r_0|+t_1^2|r_1|\right|\,(|r_0|+|r_1|),
\end{equation}
and $b$ follows in the same way from the right-pole moduli, since $t_{-1}=t_1$. The one-pass transmission of the absorber is $\tau=e^{ikd(n-1)}=0.073-0.414i$, with $d=60$ nm and $n$ the absorber index, so $t_0=(1+\tau)/2$ and $t_1=(\tau-1)/\pi$. The result is $\rho\approx-0.01$, slightly in favour of the right pole, whereas the thin model gives $+0.124$. The thin-model imbalance must therefore involve the reflection phases, the orders outside the pupil, or both. They can be switched on one at a time. The same two orders with their true reflection phases give $+0.135$; all orders with moduli only give $+0.027$. In this example the phases carry most of the thin-model imbalance.

\subsection*{The model beside a real scanner}

The wavelength, aperture, reduction, tilt and tantalum-type absorber are those of the 0.33-aperture class of scanner. The pole position is far from the balanced choice for this pitch, which is $\lambda/(2p)=0.1875$, or 0.568 of the pupil radius. It would suit a pitch of $13.5/(2\times0.264)=25.6$ nm. The example thus describes a relaxed pitch printed with illumination chosen for a tighter one. The model mirror reflects 70 to 73 per cent of the power at the four angles, somewhat more than the rough two thirds of real mask blanks; it has no capping layer, interface mixing or roughness. Real sources are largely unpolarised. For the other polarisation the same mask gives $\rho=0.229$ instead of 0.196. A 2.5 nm ruthenium cap (index $0.886+0.017i$) gives 0.234. The dimensions of the mask matter too: an absorber 62 nm thick instead of 60 nm gives 0.269, and a bilayer period one per cent longer gives 0.089. So do the rough optical constants: an absorber index with real part 0.955 instead of 0.95 gives 0.168. The example also assumes a single wavelength. With the material indices held fixed, a wavelength one per cent shorter gives 0.108, and a Gaussian spectrum 0.27 nm wide at half maximum reduces the size of the slope at best focus from 15.3 to about 14.3 nm per micrometre. The value 0.196 thus belongs to this model mask, not to scanners of this class in general.

Two other effects change $\rho$ by less than 0.01. Weighting each order by the square root of the cosine of its mask angle, to allow for the changing beam cross-section, gives $\rho=0.198$ if the two incident beams have equal amplitude. If instead they bring equal power to each unit of mask area, $\rho=0.192$. A left pole one per cent stronger gives 0.201. Spreading each pole over a strip 0.1 of the pupil radius wide, with the mask response recomputed at nine points, changes the shift 40 nm from best focus by less than 0.01 nm, where best focus is that of the widened poles. An odd lens error that leaves 0.2 nm of path difference between the two orders displaces the pattern by $36\times0.2/13.5=0.53$ nm. That is comparable with the 40 nm defocus shift, but it does not change with focus.

Two remedies follow within the two-beam model. Moving the poles towards $\lambda/(2p)$ reduces $\kappa$ for one pitch. It has a cost: at $\kappa=0$ refocusing can no longer undo the differential phase $\delta$ of the mask, and in this example about 14.5 per cent of the modulation $a+b$ is then lost at every focus. Changing the relative power of the poles can make $a=b$ for one mask pattern. For the present pattern the right pole would need $0.1180/0.0793=1.49$ times the power of the left. Another pitch generally has other order amplitudes and another $\kappa$, so neither setting need remove its shift.
